\section*{Dispersion coefficients C6, C8 and C10 from polarizabilities at imaginary frequency}

Consider two neutral atoms in spherically symmetric ground states, each with a single excited level: a threefold degenerate P level at energy $a$ above the ground state in atom A, and at energy $b$ in atom B. Atomic units are used throughout. The nuclei are fixed a distance $R$ apart along $z$, and the charge clouds do not overlap. The leading interaction is that of two dipoles,
\begin{equation}
V=\frac{x_Ax_B+y_Ay_B-2z_Az_B}{R^3},
\label{dip}
\end{equation}
where $x_A$ stands for the sum of the electron coordinates $x$ in atom A, measured from its nucleus, and so on. Neither atom has a permanent dipole, so the first-order energy vanishes. In second order, $V$ excites both atoms at once. Let $S_A=|\langle z|z_A|0\rangle|^2$ be the transition strength to the P state oriented along $z$. By symmetry, $x_A$ and $y_A$ have the same strength to their own P states. Three pair states are reached, with squared matrix elements proportional to $1$, $1$ and $(-2)^2=4$, and all cost the energy $a+b$. Hence
\begin{equation}
E=-\frac{C_6}{R^6},\qquad C_6=\frac{6\,S_AS_B}{a+b}.
\label{one}
\end{equation}

The denominator ties the two atoms together: $1/(a+b)$ is not a product of a factor for A and a factor for B. It is, however, an integral of such products. For positive $a\neq b$, partial fractions give
\begin{equation}
\frac{ab}{(a^2+\omega^2)(b^2+\omega^2)}
=\frac{ab}{b^2-a^2}\left[\frac1{a^2+\omega^2}-\frac1{b^2+\omega^2}\right].
\end{equation}
Since $\int_0^\infty d\omega/(a^2+\omega^2)=\pi/(2a)$ for $a>0$, the integral of the right-hand side is
\begin{equation}
\frac{ab}{b^2-a^2}\,\frac{\pi}{2}\left(\frac1a-\frac1b\right)
=\frac{ab}{(b-a)(b+a)}\,\frac{\pi}{2}\,\frac{b-a}{ab}
=\frac{\pi}{2}\,\frac1{a+b}.
\end{equation}
Therefore
\begin{equation}
\frac1{a+b}=\frac2\pi\int_0^\infty\frac{ab}{(a^2+\omega^2)(b^2+\omega^2)}\,d\omega ,
\qquad a,b>0,
\label{id}
\end{equation}
and $a=b$ is included because both sides are continuous there. The signs matter. If $a$ is negative, as for an atom that can release energy, the integral gives $-1/(|a|+b)$ instead of $1/(b-|a|)$. What follows is thus restricted to ground states.

The factors in \eqref{id} are polarizabilities. A field $F\cos\omega t$ along $z$ adds $+Fz_A\cos\omega t$ to the Hamiltonian of atom A, since the electrons carry charge $-1$ and the dipole operator is $-z_A$. The two exponentials in the cosine produce first-order amplitudes with denominators $a-\omega$ and $a+\omega$, and the induced dipole is $\alpha F\cos\omega t$ with
\begin{equation}
\alpha^A(\omega)=S_A\left[\frac1{a-\omega}+\frac1{a+\omega}\right]=\frac{2aS_A}{a^2-\omega^2}.
\end{equation}
Replacing $\omega$ by $i\omega$ gives $\alpha^A(i\omega)=2aS_A/(a^2+\omega^2)$, which has no resonance, is positive and falls steadily with $\omega$. Inserting \eqref{id} in \eqref{one}, with $aS_A/(a^2+\omega^2)=\tfrac12\alpha^A(i\omega)$ and the same for B, gives
\begin{equation}
C_6=6\cdot\frac2\pi\cdot\frac14\int_0^\infty\alpha^A(i\omega)\,\alpha^B(i\omega)\,d\omega
=\frac3\pi\int_0^\infty\alpha^A(i\omega)\,\alpha^B(i\omega)\,d\omega .
\label{cp}
\end{equation}
No field of imaginary frequency is applied to anything; $\omega$ is an integration variable that separates the two atoms. The factor 3 comes from the 6 in \eqref{one}, which is geometry, and not from the identity. For higher multipoles the identity stays the same and the geometry has to be worked out.

Let the atoms now have any number of electrons and any spectrum, with nonrelativistic ground states of zero orbital angular momentum and definite parity. Let a particle of A with charge $q_i$ sit at $\mathbf a$ from nucleus A, and a particle of B with charge $q_j$ at $\mathbf b$ from nucleus B. Their separation is $|R\hat{\mathbf z}+\mathbf b-\mathbf a|=|R\hat{\mathbf z}-\mathbf d|$ with $\mathbf d=\mathbf a-\mathbf b$. For $d<R$ the generating function of the Legendre polynomials gives
\begin{equation}
\frac1{|R\hat{\mathbf z}-\mathbf d|}=\sum_{L=0}^\infty\frac{d^LP_L(\cos\theta_d)}{R^{L+1}} .
\label{leg}
\end{equation}
The tails of the wavefunctions reach beyond $d<R$. The coefficients found below therefore describe the behaviour at large $R$, and no convergence of the series at fixed $R$ is claimed.

To split $d^LP_L$ into factors for $\mathbf a$ and $\mathbf b$, define for a vector $\mathbf r$ and an auxiliary angle $\varphi$
\begin{equation}
u_{\mathbf r}=z+i(x\cos\varphi+y\sin\varphi)=\mathbf n\cdot\mathbf r,\qquad
\mathbf n=(i\cos\varphi,\,i\sin\varphi,\,1).
\end{equation}
Because $\mathbf n\cdot\mathbf n=-1+1=0$, we have $\nabla^2u^l=l(l-1)u^{l-2}\,\mathbf n\cdot\mathbf n=0$. So $u^l$ is a harmonic polynomial of degree $l$, and hence a combination of the functions $r^lC_{lm}$, where $C_{lm}=\sqrt{4\pi/(2l+1)}\,Y_{lm}$. It depends on the azimuth of $\mathbf r$ and on $\varphi$ through their difference alone, so $C_{lm}$ is accompanied by $e^{-im\varphi}$:
\begin{equation}
u^l=\sum_{m=-l}^{l}A_{lm}\,r^lC_{lm}\,e^{-im\varphi}.
\end{equation}

To find $A_{lm}$ for $m\ge0$, write $x_\pm=x\pm iy$, so that $u=z+\tfrac i2(x_-e^{i\varphi}+x_+e^{-i\varphi})$. The coefficient of $x_+^mz^{l-m}$ in $u^l$ is $\binom lm(i/2)^me^{-im\varphi}$. On the other side, with the usual phase convention,
\begin{equation}
r^lC_{lm}=(-1)^m\sqrt{\frac{(l-m)!}{(l+m)!}}\;x_+^m\,r^{l-m}P_l^{(m)}(z/r),
\end{equation}
where $P_l^{(m)}$ is the $m$th derivative. The factor $r^{l-m}P_l^{(m)}(z/r)$ is a polynomial in $z$ and $r^2=z^2+x_+x_-$. Its part free of $x_-$ is $z^{l-m}P_l^{(m)}(1)$. Differentiating Legendre's equation $m$ times and setting the argument to 1 gives
\begin{equation}
2(m+1)P_l^{(m+1)}(1)=(l-m)(l+m+1)P_l^{(m)}(1).
\end{equation}
Starting from $P_l(1)=1$, this yields $P_l^{(m)}(1)=(l+m)!/[2^mm!(l-m)!]$. Equating the two coefficients,
\begin{align}
A_{lm}&=\frac{l!}{m!(l-m)!}\left(\frac i2\right)^m(-1)^m\sqrt{\frac{(l+m)!}{(l-m)!}}\;\frac{2^mm!(l-m)!}{(l+m)!}\nonumber\\
&=\frac{(-i)^m\,l!}{\sqrt{(l+m)!(l-m)!}} .
\label{A}
\end{align}
For negative $m$, note that $u$ is unchanged when $y$ and $\varphi$ both change sign, while $C_{lm}$ becomes $(-1)^mC_{l,-m}$. Hence $A_{l,-m}=(-1)^mA_{lm}$, which agrees with \eqref{A}.

Averaging $u^L$ over $\varphi$ leaves $m=0$, where $A_{L0}=1$, so the average is $r^LP_L(\cos\theta)$. Since $u$ is linear in the vector, $u_{\mathbf d}=u_{\mathbf a}-u_{\mathbf b}$, and the binomial theorem gives, with $k=L-l$,
\begin{equation}
d^LP_L(\cos\theta_d)=\sum_{l=0}^L\frac{(l+k)!}{l!\,k!}(-1)^k\,\overline{u_{\mathbf a}^{\,l}\,u_{\mathbf b}^{\,k}},
\end{equation}
the bar denoting the average over $\varphi$. The average keeps the products of $C_{lm}$ with $C_{k,-m}$. Their phases $(-i)^m(-i)^{-m}$ cancel, and so do the factorials $l!\,k!$. Now multiply by the charges and sum over all particles. With the multipole operators $Q_{lm}=\sum_iq_ir_i^lC_{lm}(\hat{\mathbf r}_i)$, the interaction is
\begin{align}
V&=\sum_{l,k\ge1}\frac{V_{lk}}{R^{l+k+1}},\qquad
V_{lk}=(-1)^k\sum_mg_m\,Q^A_{lm}Q^B_{k,-m},\nonumber\\
g_m&=\frac{(l+k)!}{\sqrt{(l+m)!(l-m)!(k+m)!(k-m)!}},
\label{V}
\end{align}
where $|m|$ does not exceed the smaller of $l$ and $k$. Terms with $l=0$ or $k=0$ are absent because $Q_{00}$ is the total charge, which is zero. For $l=k=1$ one has $g_0=2$ and $g_{\pm1}=1$. With $C_{1,\pm1}\,r=\mp x_\pm/\sqrt2$, the terms $m=\pm1$ add to $-(x_Ax_B+y_Ay_B)$, and the prefactor $-1$ then reproduces \eqref{dip}.

Next comes perturbation theory in $V$. Exchange of electrons between the atoms is neglected, as is charge overlap. An operator $Q_{lm}$ with $l\ge1$ acting on an S state gives a state of angular momentum $l$, so its ground-state expectation value is zero and the first-order energy vanishes. The same fact means that a pair state in which A has angular momentum $l$ and B has $k$ is reached through $V_{lk}$ and no other term. Different $(l,k)$ therefore do not interfere. The strengths are also independent of $m$: since $L_\pm|0\rangle=0$, the ladder operators turn $Q_{lm}|0\rangle$ into $Q_{l,m\pm1}|0\rangle$ with the same factors as they turn $|n,l,m\rangle$ into $|n,l,m\pm1\rangle$. Let $S_n=|\langle n|Q_{l0}|0\rangle|^2$, and let $\omega_n$ be the excitation energy of level $n$. The second-order energy is then
\begin{equation}
E^{(2)}=-\sum_{l,k\ge1}\frac{C_{lk}}{R^{2l+2k+2}},\qquad
C_{lk}=G_{lk}\sum_{n,p}\frac{S_n^AS_p^B}{\omega_n+\omega_p},\qquad
G_{lk}=\sum_mg_m^2,
\label{sum}
\end{equation}
where $n$ runs over levels of A with angular momentum $l$ and $p$ over levels of B with angular momentum $k$. The sums include integrals over the continuum.

The geometric factor can be summed in closed form. Multiplying and dividing by $(2l)!(2k)!$,
\begin{equation}
G_{lk}=\frac{[(l+k)!]^2}{(2l)!(2k)!}\sum_m\binom{2l}{l+m}\binom{2k}{k-m}.
\end{equation}
The lower entries add to $l+k$, so the sum is the coefficient of $t^{l+k}$ in $(1+t)^{2l}(1+t)^{2k}=(1+t)^{2l+2k}$, which is $(2l+2k)!/[(l+k)!]^2$. Hence
\begin{equation}
G_{lk}=\frac{(2l+2k)!}{(2l)!\,(2k)!},\qquad
G_{11}=6,\quad G_{12}=15,\quad G_{13}=28,\quad G_{22}=70 .
\end{equation}

Define the multipole polarizability as the response of $Q_{l0}$ to a perturbation $-FQ_{l0}$. By the argument used for the dipole,
\begin{equation}
\alpha_l(i\omega)=\sum_n\frac{2\omega_nS_n}{\omega_n^2+\omega^2}.
\end{equation}
This fixes the normalization; if $\alpha_2$ or $\alpha_3$ is defined with other factors, the prefactors below change accordingly. Apply \eqref{id} to each denominator in \eqref{sum}. All terms are positive, so the sums may be taken inside the integral, where they factorize into $\tfrac12\alpha_l^A\cdot\tfrac12\alpha_k^B$:
\begin{equation}
C_{lk}=\frac{G_{lk}}{2\pi}\,I(l,k),\qquad
I(l,k)=\int_0^\infty\alpha_l^A(i\omega)\,\alpha_k^B(i\omega)\,d\omega .
\end{equation}
The powers $R^{-6}$, $R^{-8}$ and $R^{-10}$ belong to $l+k=2$, $3$ and $4$. Collecting terms,
\begin{align}
C_6&=\frac3\pi\,I(1,1),\nonumber\\
C_8&=\frac{15}{2\pi}\,\bigl[I(1,2)+I(2,1)\bigr],\label{main}\\
C_{10}&=\frac{14}\pi\,\bigl[I(1,3)+I(3,1)\bigr]+\frac{35}\pi\,I(2,2).\nonumber
\end{align}

Higher orders of perturbation theory do not change these three coefficients. In third order each atom is taken from its ground state through two excited states and back by three multipole operators, each of rank at least 1. Since $Q_{lm}$ changes parity by $(-1)^l$, the three ranks must have an even sum, which is therefore at least 4 on each atom. The three factors of $V$ then carry at least the power $4+4+3=11$ of $1/R$. In fourth order, four factors of at least $R^{-3}$ each give $R^{-12}$ or higher, and each further order adds at least three more powers.

Two hydrogen atoms serve as an example, with fixed nuclei and no relativistic corrections. Their static polarizabilities are available in closed form. For the ground state $\psi_0\propto e^{-r}$ and the perturbation $-FQ_{l0}=+Fr^lC_{l0}$ (the electron has charge $-1$), the first-order function is $-F\,g(r)C_{l0}\psi_0$ with $g=r^{l+1}/(l+1)+r^l/l$. To see this, insert it in the first-order equation $(H_0-E_0)\,gC_{l0}\psi_0=r^lC_{l0}\psi_0$, which, using $(H_0-E_0)\psi_0=0$ and $\psi_0'=-\psi_0$, reduces to
\begin{equation}
-\frac12\left[g''+\frac2rg'-\frac{l(l+1)}{r^2}g\right]+g'=r^l .
\end{equation}
The bracket vanishes for $r^l$ and equals $2(l+1)r^{l-1}$ for $r^{l+1}$, so the first term is $-r^{l-1}$, while $g'=r^l+r^{l-1}$. The angular average of $C_{l0}^2$ is $1/(2l+1)$ and the normalized density is $e^{-2r}/\pi$, so
\begin{equation}
\alpha_l(0)=\frac{8}{2l+1}\int_0^\infty r^{l+2}g(r)e^{-2r}\,dr .
\end{equation}
For $l=1$ this is $\frac83\left(\frac{15}{16}+\frac34\right)=\frac92$; for $l=2$ and $3$ it gives $15$ and $\frac{525}4$.

At nonzero $\omega$ the spectrum, continuum included, is represented by 22 Laguerre functions for each $l$. At $\omega=0.5$ hartree the dipole polarizability has fallen from 4.5 to 1.905, and $\alpha_3$ from 131.25 to 82.41. The higher multipole keeps a larger fraction of its static value. The frequency integrals, in atomic units, are $I(1,1)=6.805765$, $I(1,2)=26.0541$, $I(1,3)=241.298$ and $I(2,2)=101.897$. For identical atoms $I(l,k)=I(k,l)$, and \eqref{main} becomes
\begin{align}
C_6&=\tfrac3\pi\,(6.805765)=6.4990,\nonumber\\
C_8&=2\cdot\tfrac{15}{2\pi}\,(26.0541)=124.399,\\
C_{10}&=2\,(1075.307)+1135.214=3285.83,\nonumber
\end{align}
in units of hartree bohr$^n$ for $C_n$. These equal $3.883$ eV\,\AA$^6$, $20.82$ eV\,\AA$^8$ and $153.96$ eV\,\AA$^{10}$. With 16 functions per $l$ the coefficients agree to all printed digits. In $C_{10}$ the quadrupole--quadrupole part contributes about a third, so it cannot be dropped in favour of the dipole--octupole parts.

At $R=10$ bohr the three terms are $-6.499$, $-1.244$ and $-0.329$ microhartree, with sum $-8.072$. The $C_8$ term is 19\% of the $C_6$ term there. This sum is not the full interaction energy: the terms of order $R^{-11}$ and beyond, from second and higher orders of perturbation theory, are missing, and exchange and overlap have been left out. Exchange is not negligible even at this distance: it moves the singlet and triplet states of the pair in opposite directions by about 0.5 microhartree each, more than the $C_{10}$ term. At smaller $R$ exchange and overlap invalidate the expansion. At distances no longer small compared with $c/\omega_n$, where $c$ is the speed of light, the atoms do not respond to each other instantaneously, and the Coulomb interaction used here is no longer sufficient.

The numerical check also tests the result without the multipole expansion, on two unlike atoms: hydrogen, and hydrogen with an added potential $0.05\,r^2$ in atomic units. The electrons are treated as distinguishable, which removes exchange, and both sides of the comparison use the same finite Gaussian basis. The basis is small, so the numbers that follow belong to it and are not converged values for these atoms. In it $C_{12}=14.32$ and $C_{21}=30.75$, which differ by about a factor of two, so the two parts of $C_8$ must be kept apart. At $R=20$ bohr the second-order energy from the full Coulomb interaction is $-51.5364$ nanohartree, and the sum of all $C_{lk}$ terms that this basis supports, $l,k\le3$, gives the same value. Stopping after $C_6$, $C_8$ and $C_{10}$ leaves it too small in magnitude by 3.6\%, 0.17\% and 0.005\% of the second-order energy in this basis. The last figure does not include $C_{14}$ and $C_{41}$, which also enter at $R^{-12}$ but need functions with $l=4$ that the basis lacks. Since every $C_{lk}$ is positive, these terms add to the remainder, and the 0.005\% understates the part of the second-order energy that is lost by stopping at $C_{10}$. The third-order energy is a separate correction and is not counted in these figures. The third-order energy falls as $R^{-11.055}$ between 40 and 60 bohr, close to the predicted leading power of 11.

\section*{Calculated quantities}
\begin{verbatim}
Identity, a=0.4, b=0.9 hartree: integral side = 0.76923077, 1/(a+b) = 0.76923077 1/hartree
Geometric factor G_11 from angular average: 6.000000
Geometric factor G_12 from angular average: 15.000000
Geometric factor G_13 from angular average: 28.000000
Geometric factor G_22 from angular average: 70.000000
H atom: Laguerre functions per l = 22 (check basis 16)
H static alpha_1: exact 9/2, basis 4.500000 a.u.
H static alpha_2: exact 15, basis 15.000000 a.u.
H static alpha_3: exact 525/4, basis 131.250000 a.u.
H alpha_1, alpha_2, alpha_3 at i*0.25 hartree: 3.31262, 12.47146, 113.64272 a.u.
H alpha_1, alpha_2, alpha_3 at i*0.5 hartree: 1.90539, 8.46980, 82.41280 a.u.
H alpha_1, alpha_2, alpha_3 at i*1.0 hartree: 0.74244, 3.89730, 41.00638 a.u.
H alpha_1, alpha_2, alpha_3 at i*2.0 hartree: 0.22447, 1.29025, 14.22349 a.u.
H-H I(1,1) = 6.805765 a.u.; C_11 = 6.49903 a.u.
H-H I(1,2) = 26.054083 a.u.; C_12 = 62.19954 a.u.
H-H I(1,3) = 241.298369 a.u.; C_13 = 1075.30719 a.u.
H-H I(2,2) = 101.896574 a.u.; C_22 = 1135.21404 a.u.
H-H C6: integral 6.499027, double sum 6.499027, small basis 6.499027 a.u.
H-H C6 = 3.8833 eV angstrom^6
H-H C8: integral 124.399084, double sum 124.399084, small basis 124.399084 a.u.
H-H C8 = 20.8150 eV angstrom^8
H-H C10: integral 3285.828415, double sum 3285.828415, small basis 3285.828415 a.u.
H-H C10 = 153.9596 eV angstrom^10
H-H term -C6/R^6 at R = 10 bohr: -6.4990 microhartree
H-H term -C8/R^8 at R = 10 bohr: -1.2440 microhartree
H-H term -C10/R^10 at R = 10 bohr: -0.3286 microhartree
H-H sum of the three terms: -8.0716 microhartree
Unlike pair: well strength 0.05 hartree/bohr^2, 60 Gaussians per atom
Unlike pair static alpha_1: A 4.4658, B 1.7516 a.u.
Unlike pair C_12 = 14.3188, C_21 = 30.7475 a.u.
Unlike pair C6, C8, C10 = 3.1801, 45.0662, 871.2780 a.u.
Unlike pair, R = 20 bohr: E2 from full Coulomb -51.536404 nanohartree
  E2 from all C_lk with l,k <= 3: -51.536404 nanohartree
  series cut after C6: -49.688312 nanohartree, relative error -3.59e-02
  series cut after C8: -51.448712 nanohartree, relative error -1.70e-03
  series cut after C10: -51.533797 nanohartree, relative error -5.06e-05
Third-order energy falls as R^-11.055 between 40 and 60 bohr
\end{verbatim}
